\section*{When Surface Holes Outnumber Donors in an n-Type Schottky Contact, part 1}

(Sections cited here and not found follow in the second part.)

\section{Surface holes from a common Fermi energy}

\subsection{The contact and the question}

A metal germanide placed on moderately doped n-type germanium can have an electron barrier almost as large as the band gap. Electrons are pushed away from the metal, and the positive donors they leave behind form a depletion region. The usual electrostatic description of that region retains the donor charge and drops the mobile carriers. Yet the bending that removes electrons also brings the valence band closer to the Fermi energy. If the barrier is large enough, the semiconductor next to the metal contains more holes than donors, although the bulk is n-type. The question is how large the barrier must be.

Let $x=0$ be the metal interface and let $x$ increase into the semiconductor. The band edges are $E_c(x)$ and $E_v(x)$, and $E_F$ is the Fermi energy. Define
\begin{equation}
\Phi=E_c(0)-E_F,\qquad
\xi=E_c(\infty)-E_F,\qquad
E_g=E_c(x)-E_v(x).
\end{equation}
Here $\Phi$ is the electron barrier, $\xi$ is the bulk conduction-edge offset and $E_g$ is a gap independent of position. The donor density $N_D$ is uniform. All donors are taken as ionized, and there are no acceptors or charged traps in the semiconductor. The contact is at equilibrium, without bias or illumination, so $E_F$ does not depend on $x$.

Write $n_0$ and $p_0$ for the bulk electron and hole densities, and $p_s$ for the hole density at $x=0$. The claim is
\begin{equation}
\Phi>E_g-\xi
\quad\Longrightarrow\quad
p_s>N_D,
\label{eq:claim}
\end{equation}
provided that the conduction and valence bands have the same effective density $N$. The claim compares volume densities at the surface. It does not say that the total hole charge per area exceeds the total donor charge per area. The densities are semiclassical: at each point they are those of a uniform crystal with the local band edges.

\subsection{Counting carriers in a band}

Consider first a parabolic conduction band of isotropic mass $m$. The number of states per volume with wavevector magnitude between $k$ and $k+dk$, including two spins, is
\begin{equation}
2\,\frac{4\pi k^2\,dk}{(2\pi)^3}=\frac{k^2\,dk}{\pi^2}.
\end{equation}
With the energy above the edge $\varepsilon=\hbar^2k^2/2m$, one has $k=\sqrt{2m\varepsilon}/\hbar$ and $dk=\sqrt{2m/\varepsilon}\,d\varepsilon/(2\hbar)$. Substitution gives the density of states
\begin{equation}
g(\varepsilon)=\frac{1}{2\pi^2}
\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt{\varepsilon}.
\end{equation}
A state at $E_c+\varepsilon$ is occupied with probability $1/\{1+\exp[(E_c+\varepsilon-E_F)/kT]\}$, where $k$ in $kT$ is Boltzmann's constant. Set $t=\varepsilon/kT$ and $\eta=-(E_c-E_F)/kT$. Since $\sqrt\varepsilon\,d\varepsilon=(kT)^{3/2}\sqrt t\,dt$, the electron density is
\begin{equation}
n=\frac{1}{2\pi^2}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}
\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}}.
\end{equation}
It is convenient to separate the factor
\begin{equation}
N=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2},\qquad
F(\eta)=\frac{2}{\sqrt\pi}
\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}},
\label{eq:F}
\end{equation}
so that $n=NF(\eta)$. The constants agree because
\begin{equation}
\frac{2^{3/2}}{2\pi^2}\frac{\sqrt\pi}{2}
=\frac{1}{\sqrt2\,\pi^{3/2}}
=\frac{2}{(2\pi)^{3/2}}.
\end{equation}

For holes, count empty states at $E_v-\varepsilon$. The probability that such a state is empty is
\begin{equation}
1-\frac{1}{1+e^{(E_v-\varepsilon-E_F)/kT}}
=\frac{1}{1+e^{(E_F-E_v+\varepsilon)/kT}}.
\end{equation}
This has the same form as the electron occupation, with $E_c-E_F$ replaced by $E_F-E_v$. If the effective density is also the same, then $p=NF[-(E_F-E_v)/kT]$. Equal effective densities therefore allow electrons in the bulk and holes at the surface to be compared through one function.

\subsection{The comparison}

At the surface, $E_v(0)=E_c(0)-E_g=E_F+\Phi-E_g$. Hence
\begin{equation}
E_F-E_v(0)=E_g-\Phi.
\label{eq:surfacedistance}
\end{equation}
A larger electron barrier means a smaller energy cost for a surface hole. The two densities to be compared are
\begin{equation}
p_s=NF\!\left(\frac{\Phi-E_g}{kT}\right),\qquad
n_0=NF\!\left(-\frac{\xi}{kT}\right).
\label{eq:compare}
\end{equation}
For every $t$, the integrand in Eq.~\eqref{eq:F} increases with $\eta$, so $F$ is an increasing function. Consequently $p_s>n_0$ if and only if $\Phi-E_g>-\xi$, which is $\Phi>E_g-\xi$.

It remains to relate $n_0$ to the donors. The bulk is neutral, so the positive density $N_D+p_0$ equals the negative density $n_0$:
\begin{equation}
n_0=N_D+p_0>N_D.
\label{eq:neutrality}
\end{equation}
When the barrier condition holds, $p_s>n_0>N_D$, which proves Eq.~\eqref{eq:claim}. Poisson's equation has not been used. Once $\Phi$ is specified, the surface hole density is known whatever the shape of the bands between surface and bulk.

The argument did not replace the Fermi function by an exponential. It therefore also covers degenerate bulk electrons, for which $\xi$ may be negative, as long as both bands are parabolic with equal effective densities and the donors remain ionized.

\subsection{The threshold and its corrections}

The condition in Eq.~\eqref{eq:claim} is sufficient. To find where $p_s$ equals $N_D$, take the non-degenerate limit. For $\eta$ well below zero, $1/(1+e^{t-\eta})\simeq e^{\eta-t}$, and
\begin{equation}
F(\eta)\simeq e^\eta\frac{2}{\sqrt\pi}
\int_0^\infty\sqrt t\,e^{-t}\,dt=e^\eta,
\end{equation}
because the integral is $\sqrt\pi/2$. Allow different effective densities $N_c$ and $N_v$ for the moment. Then
\begin{align}
p_s&=N_v e^{-(E_g-\Phi)/kT},\label{eq:ps}\\
N_D&=n_0-p_0=N_c e^{-\xi/kT}\left(1-\frac{p_0}{n_0}\right).
\end{align}
Equate the right-hand sides at $\Phi=\Phi_*$, take the logarithm and multiply by $kT$:
\begin{equation}
\Phi_*=E_g-\xi+kT\ln\frac{N_c}{N_v}
+kT\ln\left(1-\frac{p_0}{n_0}\right).
\label{eq:threshold}
\end{equation}
The last term is negative, since bulk holes make $N_D$ smaller than $n_0$. With $N_c=N_v$ the true threshold thus lies below $E_g-\xi$, and the simple condition errs on the safe side.

The size of this term follows from neutrality and the product $n_0p_0=n_i^2$. In the non-degenerate limit with equal densities,
\begin{equation}
n_i^2=Ne^{-\xi/kT}\,Ne^{-(E_g-\xi)/kT}
=N^2e^{-E_g/kT}.
\end{equation}
Putting $p_0=n_i^2/n_0$ into Eq.~\eqref{eq:neutrality} gives $n_0^2-N_Dn_0-n_i^2=0$, whose positive root is
\begin{equation}
n_0=\frac{N_D}{2}+\sqrt{\frac{N_D^2}{4}+n_i^2}.
\end{equation}
For $N_D\gg n_i$, $p_0/n_0\simeq n_i^2/N_D^2$ and the correction is negligible. For $N_D=n_i$, $p_0/n_0=0.382$ and the threshold shifts by $kT\ln0.618$, about $-12$ meV at 300 K. As $N_D$ tends to zero the shift tends to minus infinity: any hole density then exceeds the donor density, and the comparison loses its use as a sign of inversion.

The term in $N_c/N_v$ has either sign. If $N_c(1-p_0/n_0)>N_v$, there is a range of barriers just above $E_g-\xi$ in which holes do not outnumber donors. When bulk holes are few, this means $N_c>N_v$. This is why equal effective densities belong to the statement.

\subsection{A germanide contact at 300 K}

Take rough typical values for a germanide on n-type germanium: $E_g=0.66$ eV, $\Phi=0.58$ eV and $N_D=10^{16}\ \mathrm{cm^{-3}}$. The common density $N=7\times10^{18}\ \mathrm{cm^{-3}}$ imposes the equality assumed in the model. At 300 K, $kT=0.02585$ eV and
\begin{equation}
n_i=7\times10^{18}\,e^{-0.33/0.02585}\ \mathrm{cm^{-3}}
\simeq2.0\times10^{13}\ \mathrm{cm^{-3}}.
\end{equation}
The bulk hole density is $p_0\simeq4.0\times10^{10}\ \mathrm{cm^{-3}}$, so $n_0$ may be replaced by $N_D$ here. The offset and threshold are
\begin{align}
\xi&=0.02585\ln(700)\ \mathrm{eV}=0.169\ \mathrm{eV},\\
\Phi_*&\simeq0.660-0.169\ \mathrm{eV}=0.491\ \mathrm{eV}.
\end{align}
The barrier exceeds the threshold by 0.089 eV. Equation~\eqref{eq:ps} then gives
\begin{equation}
p_s=7\times10^{18}\,e^{-0.08/0.02585}\ \mathrm{cm^{-3}}
\simeq3.2\times10^{17}\ \mathrm{cm^{-3}},
\end{equation}
or 32 holes per donor. With the other inputs held fixed, a barrier of 0.45 eV gives $p_s/N_D=0.21$. That contact is below threshold.

The exponential form slightly overcounts holes, because $1/(1+e^{t-\eta})<e^{\eta-t}$. In the example its surface density is 1.6\% above the Fermi-function result. Incomplete donor ionization is also small. For a single conduction valley, a neutral donor holds its electron in either of two spin states, so the neutral fraction is
\begin{equation}
f_0=\frac{1}{1+\frac12e^{(E_d-E_F)/kT}},
\end{equation}
with $E_d$ the donor level. For a rough depth of 10 meV below the conduction edge, $E_d-E_F=0.159$ eV in the bulk and $f_0=0.42\%$. Neutrality now reads $n_0-p_0=N_D(1-f_0)$. To outnumber all donors, the barrier must exceed $E_g-\xi$ by $-kT\ln(1-f_0)$, about 0.1 meV. The threshold barrier at given $N_D$ is unchanged, because $\xi$ rises by the same amount. In germanium the four valleys give a shallow donor four low orbital states within a few meV, which raises $f_0$ to between 1 and 2\% and the margin to a few tenths of a meV. If donors freeze out, $f_0$ approaches one and this correction is no longer small: $p_s>n_0$ then does not guarantee $p_s>N_D$.

Unequal bands matter more. Rough masses for germanium, with four ellipsoidal conduction valleys and isotropic heavy-hole and light-hole bands, give $N_c\simeq1.0\times10^{19}$ and $N_v\simeq5.0\times10^{18}\ \mathrm{cm^{-3}}$. The anisotropy of the valleys enters only through $N_c$, since rescaling the wavevector components turns an ellipsoidal energy surface into a sphere. The ratio contributes $kT\ln(N_c/N_v)=18$ meV in Eq.~\eqref{eq:threshold}. The offset $\xi$ also increases, because $N_c$ is larger than the common value used before, so the threshold moves by less: from 0.491 to about 0.50 eV. The ratio $p_s/N_D$ falls from 32 to 23 in the exponential form, or from 31 to 22 with the Fermi function. Halfway through the 18 meV interval above $E_g-\xi$, the ratio is $\sqrt{N_v/N_c}=0.70$, an explicit failure of the simple condition.

\subsection{Doping and temperature}

For equal bands and $N_D\gg n_i$, $\xi=kT\ln(N/N_D)$, and the threshold can be written as
\begin{equation}
\Phi_*\simeq E_g-kT\ln\frac{N}{N_D}.
\label{eq:dopingthreshold}
\end{equation}
Each tenfold increase in non-degenerate doping raises it by $kT\ln10=60$ meV at 300 K. Heavier doping supplies more donors to outnumber, while a fixed barrier fixes $p_s$.

Heating lowers the threshold through both terms, since the gap shrinks and $kT\ln(N/N_D)$ grows. Let the gap decrease by a rough 0.4 meV/K and let $N$ vary as $T^{3/2}$, with the barrier held at 0.58 eV. The threshold is then 0.545 eV at 250 K and 0.436 eV at 350 K. Of this 109 meV change, 40 meV comes from the gap. With the Fermi function, the ratio $p_s/N_D$ rises from 5.1 to about 115; the exponential form gives about 121 at 350 K. Whether a real barrier stays fixed over this range is a separate question, which the model does not answer.

\section{The same threshold from force balance}

\subsection{Symbols and starting point}

The contact lies at $x=0$ and the neutral bulk at large $x$. The electron barrier is $\Phi$, the bulk conduction-edge offset is $\xi$, the gap is $E_g$ and the uniform ionized donor density is $N_D$. The bulk carrier densities $n_0$ and $p_0$ obey $n_0=N_D+p_0$. For equal effective densities $N$ and non-degenerate carriers,
\begin{equation}
n_0=Ne^{-\xi/kT},\qquad
p_0=Ne^{-(E_g-\xi)/kT}.
\label{eq:bulk}
\end{equation}
The first derivation evaluated the hole occupation at the surface. The second starts with the few holes in the bulk and finds how the electric field compresses them against the contact.

\subsection{Hole gas at rest}

Let $w(x)=E_c(x)-E_c(\infty)$ be the upward band bending and $u=w/kT$. The electron potential energy is $-q\psi$, where $q>0$ and $\psi$ is the electrostatic potential, so $w=-q\psi$ when $\psi(\infty)=0$. The electric field is
\begin{equation}
\mathcal E=-\frac{d\psi}{dx}=\frac{1}{q}\frac{dw}{dx}
=\frac{kT}{q}\frac{du}{dx}.
\label{eq:field}
\end{equation}
The bands fall away from the metal, so $\mathcal E<0$. The force on a hole points towards the metal, as it should for holes that accumulate there.

A classical hole gas of mass $m$ has pressure $P=mp\langle v_x^2\rangle$. Equipartition gives $m\langle v_x^2\rangle=kT$, hence $P=pkT$. At equilibrium the velocity distribution is symmetric, so collisions with the lattice transfer no net momentum. The electric force per volume must be balanced by the pressure gradient:
\begin{equation}
\frac{dP}{dx}=qp\mathcal E.
\label{eq:balance}
\end{equation}
With constant temperature and Eq.~\eqref{eq:field}, this becomes
\begin{equation}
kT\frac{dp}{dx}=pkT\frac{du}{dx}
\quad\Longrightarrow\quad
\frac{d\ln p}{dx}=\frac{du}{dx}.
\end{equation}
Integration from the bulk, where $p=p_0$ and $u=0$, gives $p=p_0e^u$. Electrons have the opposite charge, so the same steps give $n=n_0e^{-u}$.

The surface bending is $w_s=E_c(0)-E_c(\infty)=\Phi-\xi$. Therefore
\begin{equation}
p_s=p_0e^{(\Phi-\xi)/kT}.
\end{equation}
This exceeds $n_0$ when $\Phi-\xi>kT\ln(n_0/p_0)$. From Eq.~\eqref{eq:bulk},
\begin{equation}
kT\ln\frac{n_0}{p_0}=-\xi+(E_g-\xi)=E_g-2\xi.
\label{eq:bending}
\end{equation}
The condition is $\Phi-\xi>E_g-2\xi$. Adding $\xi$ gives $\Phi>E_g-\xi$, and neutrality again gives $p_s>n_0>N_D$.

Since $n_0p_0=n_i^2$, the threshold bending is also $2kT\ln(n_0/n_i)$, close to $2kT\ln(N_D/n_i)$ when bulk holes are few. This is the usual condition for strong inversion. Midgap then lies as far above $E_F$ at the surface as it lies below $E_F$ in the bulk. For the germanide example the threshold bending is 0.321 eV, while the actual bending is $0.580-0.169=0.411$ eV.

For equal effective densities, the common Fermi energy and the force balance both show that surface holes outnumber donors when $\Phi>E_g-\xi$. What remains is to find the field and the charge per area, to examine corrections close to the metal, and to compare what the two derivations assume.

Numerical values quoted here were computed with a short program.
